# Order-α Electron Spectral Densities and Their Signs in Covariant Gauges

Suppose the electron propagator is known at spacelike momenta and its spectral densities are to be reconstructed from those values. One must decide whether to impose positivity on the fit. The constraint can help to stabilize the reconstruction, but it is legitimate only if the densities are in fact positive. In a covariant gauge this depends on the gauge parameter. At order $\alpha$ the constraint would exclude the correct answer in both Feynman and Landau gauge.

## 1. What positivity would require

We use $\hbar=c=1$, the metric $(+,-,-,-)$, $e^2=4\pi\alpha$, and the photon propagator

$$
D_{\mu\nu}(k)=\frac{-i}{k^2+i0}\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2+i0}\right]. \tag{1}
$$

Feynman gauge is $\xi=1$, Landau gauge $\xi=0$ and Yennie gauge $\xi=3$. The electron pole mass is $m$. The spectral densities are defined by

$$
S(p)=i\int ds\,\frac{\not p\,\rho_1(s)+\rho_2(s)}{p^2-s+i0}. \tag{2}
$$

The free propagator $i(\not p+m)/(p^2-m^2+i0)$ has $\rho_1=\delta(s-m^2)$ and $\rho_2=m\,\delta(s-m^2)$. Interactions add a continuum from electron-photon states. With a massless photon it starts at $s=m^2$, and it is treated here at fixed $s>m^2$.

The same densities appear in the product of fields without time ordering. Inserting intermediate states $n$ of momentum $p_n$ and using translation invariance gives, for $p^0>0$,

$$
\int d^4x\,e^{ipx}\langle0|\psi(x)\bar\psi(0)|0\rangle
=\sum_n(2\pi)^4\delta^4(p-p_n)\langle0|\psi|n\rangle\langle n|\bar\psi|0\rangle
=2\pi\,[\not p\rho_1(p^2)+\rho_2(p^2)]. \tag{3}
$$

Multiply on the right by $\gamma^0$, so that $\bar\psi\gamma^0=\psi^\dagger$. If every state had positive norm, the expectation value of the sum in any spinor $v$ would be a sum of terms $|v^\dagger\langle0|\psi|n\rangle|^2$, and the matrix would be positive. In the rest frame $p=(W,\mathbf 0)$, with $W=\sqrt s$, we have $\not p\gamma^0=W$. The matrix is then $W\rho_1+\rho_2\gamma^0$. Since $\gamma^0$ has eigenvalues $\pm1$, positivity requires

$$
\rho_\pm(s)\equiv W\rho_1(s)\pm\rho_2(s)\ge0. \tag{4}
$$

Adding the two conditions gives $\rho_1\ge0$, which is weaker than (4). The argument assumes a positive metric. Covariant quantization includes timelike photons of negative norm, so (4) must be checked and cannot be presumed.

## 2. From self-energy to densities

Let $-i\Sigma$ be the one-loop self-energy insertion and $P=\not p-m$. A real mass counterterm $\delta m$ keeps the pole at $m$. Expanding the inverse to first order,

$$
S=\frac{i}{P-\Sigma+\delta m}
=i\left[P^{-1}+P^{-1}(\Sigma-\delta m)P^{-1}\right]+O(\alpha^2). \tag{5}
$$

"Im" will mean the imaginary part of the coefficients of $\not p$ and of the unit matrix. Because $\mathrm{Im}\,(p^2-s'+i0)^{-1}=-\pi\delta(p^2-s')$, equations (2) and (5) give, for $s>m^2$,

$$
\not p\rho_1+\rho_2=-\frac1\pi\,P^{-1}\,\mathrm{Im}\Sigma\,P^{-1},
\qquad P^{-1}=\frac{\not p+m}{s-m^2}. \tag{6}
$$

The counterterm drops out because it is real.

With $q=p-k$, the two vertices $-ie\gamma^\mu$, the electron propagator and (1) give

$$
\Sigma=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\,
\frac{\gamma^\mu(\not q+m)\gamma^\nu}{(q^2-m^2)k^2}
\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\right]. \tag{7}
$$

The prefactor follows from $(-ie)^2\,i\,(-i)=-e^2$, after which division by $-i$ gives $-ie^2$. Dimensional regularization is understood. Its divergent terms are real polynomials in $\not p$ and $m$ and do not affect the cut.

## 3. The cut integral

Both parts of (7) need the integral below, with a photon mass $\mu$ kept for later use:

$$
\int\!\frac{d^4k}{(2\pi)^4}\frac{\{1,\not q\}}{(q^2-m^2)(k^2-\mu^2)}
\equiv\frac{i}{16\pi^2}\,K[\{1,\not q\}]. \tag{8}
$$

Combine the denominators with weight $y$ on the photon and $1-y$ on the electron. Since $k=p-q$, the combination is $(q-yp)^2-\Delta$, where

$$
\Delta=sy^2-(s+m^2-\mu^2)y+m^2 . \tag{9}
$$

After the shift $q\to q+yp$ the odd term vanishes, so $\not q$ becomes $y\not p$. The momentum integral gives

$$
K[\{1,\not q\}]=\int_0^1dy\,\{1,y\not p\}\,[C-\ln(\Delta-i0)], \tag{10}
$$

with $C$ real. Where $\Delta<0$, $\ln(\Delta-i0)=\ln|\Delta|-i\pi$, so the integrand has imaginary part $+\pi$. The roots of (9) are

$$
y_\pm=\frac{s+m^2-\mu^2\pm\sqrt\lambda}{2s},\qquad
\lambda=(s-m^2-\mu^2)^2-4m^2\mu^2. \tag{11}
$$

The interval between them has length $\sqrt\lambda/s$ and midpoint $(s+m^2-\mu^2)/(2s)$. Hence

$$
\mathrm{Im}K[\not q+m]=\pi\frac{\sqrt\lambda}{s}
\left[\frac{s+m^2-\mu^2}{2s}\not p+m\right]. \tag{12}
$$

This is proportional to two-body phase space times the directional average of $\not q+m$ over the cut.

## 4. Feynman part

For the $g_{\mu\nu}$ term, $\gamma^\mu\not q\gamma_\mu=-2\not q$ and $\gamma^\mu\gamma_\mu=4$. The prefactor is $-ie^2\cdot i/(16\pi^2)=\alpha/(4\pi)$. At $\mu=0$, $\sqrt\lambda=s-m^2$. With $r=m^2/s$, (12) gives

$$
\mathrm{Im}\Sigma_F=\frac{\alpha}{4}(1-r)\left[4m-(1+r)\not p\right]. \tag{13}
$$

To apply (6), note that everything commutes with $\not p$ and that $(\not p+m)^2=s+m^2+2m\not p$. For any $a,b$,

$$
(\not p+m)(a\not p+b)(\not p+m)
=[a(s+m^2)+2mb]\not p+[2msa+b(s+m^2)]. \tag{14}
$$

Here, apart from the factor $\alpha/4$, $a=-(s^2-m^4)/s^2$ and $b=4m(s-m^2)/s$. Dividing the $\not p$ coefficient in (14) by $(s-m^2)^2$ gives

$$
\frac{-(s+m^2)^2+8m^2s}{s^2(s-m^2)}=-\frac{s^2-6m^2s+m^4}{s^2(s-m^2)},
$$

and the unit-matrix coefficient becomes $m(s+m^2)(-2+4)/[s(s-m^2)]$. The factor $-1/\pi$ in (6) then yields

$$
\rho_1^F=\frac{\alpha}{4\pi}\frac{s^2-6m^2s+m^4}{s^2(s-m^2)},\qquad
\rho_2^F=-\frac{\alpha}{4\pi}\frac{2m(s+m^2)}{s(s-m^2)}. \tag{15}
$$

## 5. Gauge part

Write $Q=\not q-m$, so that $(\not q+m)/(q^2-m^2)=Q^{-1}$. The second term of (7) is

$$
\Sigma_g=ie^2(1-\xi)\int\frac{d^4k}{(2\pi)^4}\frac{\not k\,Q^{-1}\not k}{k^4}. \tag{16}
$$

Since $\not k=P-Q$,

$$
\not kQ^{-1}\not k=(P-Q)Q^{-1}(P-Q)=PQ^{-1}P-2P+Q
=PQ^{-1}P-P-\not k. \tag{17}
$$

The last two terms contain no electron denominator. The integral of $P/k^4$ has no electron-photon cut, and that of $\not k/k^4$ vanishes because it is odd. Only $PQ^{-1}P$ contributes, and its outer factors cancel the propagators in (6).

The double photon pole follows from $1/k^4=\partial_{\mu^2}(k^2-\mu^2)^{-1}$ at $\mu=0$. At fixed $s>m^2$ the threshold $(m+\mu)^2$ stays below $s$ for small $\mu$, so (12) can be differentiated. From (11), $\partial_{\mu^2}\lambda=-2(s-m^2)-4m^2=-2(s+m^2)$ at $\mu=0$, and therefore

$$
\partial_{\mu^2}\sqrt\lambda\,\Big|_{0}=-\frac{s+m^2}{s-m^2}. \tag{18}
$$

Differentiating the $\not p$ coefficient of (12), including its explicit $-\mu^2$, gives $\pi$ times

$$
-\frac{(s+m^2)^2}{2s^2(s-m^2)}-\frac{s-m^2}{2s^2}
=-\frac{s^2+m^4}{s^2(s-m^2)}.
$$

The mass term gives $\pi$ times $-m(s+m^2)/[s(s-m^2)]$. The prefactor in (16) combines with (8) to $ie^2\cdot i/(16\pi^2)=-\alpha/(4\pi)$, and (6) supplies $-1/\pi$. The two minus signs cancel, leaving

$$
\rho_1^g=-\frac{\alpha(1-\xi)}{4\pi}\frac{s^2+m^4}{s^2(s-m^2)},\qquad
\rho_2^g=-\frac{\alpha(1-\xi)}{4\pi}\frac{m(s+m^2)}{s(s-m^2)}. \tag{19}
$$

Adding (15) and (19) gives the densities in a general covariant gauge:

$$
\rho_1=\frac{\alpha}{4\pi}\frac{\xi(s^2+m^4)-6m^2s}{s^2(s-m^2)},\qquad
\rho_2=\frac{\alpha}{4\pi}\frac{m(\xi-3)(s+m^2)}{s(s-m^2)}. \tag{20}
$$

**Check against the loop at spacelike momentum.** Write $\Sigma=\not pA+B$. Multiplying (19) by $P$ on both sides uses (14) with $m\to-m$. The result is $\mathrm{Im}\Sigma_g=(\alpha/4)(1-\xi)[(1-r^2)\not p-m(1-r)]$. Together with (13),

$$
\mathrm{Im}A=-\frac{\alpha\xi}{4}(1-r^2),\qquad
\mathrm{Im}B=\frac{\alpha m}{4}(3+\xi)(1-r). \tag{21}
$$

At $p^2=-\mathcal P^2$, a difference between two momenta removes the ultraviolet constant:

$$
A(\mathcal P_a)-A(\mathcal P_b)=\frac1\pi\int_{m^2}^{\infty}\!ds\,\mathrm{Im}A(s)
\left[\frac1{s+\mathcal P_a^2}-\frac1{s+\mathcal P_b^2}\right], \tag{22}
$$

and likewise for $B$. The left side was computed by direct integration of (7) after Wick rotation, the right side from (20). For $\mathcal P_a=0.7m$, $\mathcal P_b=2m$ and $\xi=1$, both give $-5.692\times10^{-4}$ for $A$ and $1.856\times10^{-3}m$ for $B$. In Landau gauge (21) predicts $A$-difference zero, and the direct integral gives $-2\times10^{-12}$, which is zero within the test tolerance. Given relation (6) between $\Sigma$ and the densities, this comparison fixes the overall sign and normalization of (20).

## 6. Where the sign fails

Set $u=W/m>1$. Substituting (20) into (4) gives

$$
\rho_\pm=\frac{\alpha}{4\pi m}\,
\frac{\xi(u^4+1)-6u^2\pm(\xi-3)(u^3+u)}{u^3(u^2-1)}. \tag{23}
$$

In the numerator, the terms without $\xi$ are $\mp3u(u\pm1)^2$. Those with $\xi$ contain $u^4\pm u^3\pm u+1=(u\pm1)(u^3\pm1)=(u\pm1)^2(u^2\mp u+1)$. With $t=u+1/u$, which exceeds 2 and grows with $u$,

$$
\rho_+=\frac{\alpha}{4\pi m}\frac{(u+1)^2}{u^2(u^2-1)}[\xi(t-1)-3],\quad
\rho_-=\frac{\alpha}{4\pi m}\frac{(u-1)^2}{u^2(u^2-1)}[\xi(t+1)+3]. \tag{24}
$$

The signs follow from the brackets.

- For $\xi\ge3$, $\xi(t-1)>3$ at every $u>1$, and both densities are positive.
- For $0<\xi<3$, $\rho_-$ is positive, but $\rho_+$ is negative from threshold up to the energy where
$$
u+\frac1u=1+\frac3\xi. \tag{25}
$$
- For $\xi\le0$, $\rho_+$ is negative at every $u>1$. For $-1<\xi<0$, $\rho_-$ is also negative once $t>3/|\xi|-1$. For $\xi\le-1$ it is negative at every $u>1$.

Thus, at order $\alpha$, condition (4) holds throughout the continuum if and only if $\xi\ge3$. At the boundary $\xi=3$ the densities reduce to $\rho_2=0$ and $\rho_1=3\alpha(s-m^2)/(4\pi s^2)$.

Testing $\rho_1$ alone would miss part of the failure. In Feynman gauge $\rho_1$ vanishes at $u^2+u^{-2}=6$, or $u=1+\sqrt2\approx2.414$, whereas (25) gives $u=2+\sqrt3\approx3.732$. Between these values $\rho_1$ is positive and $\rho_+$ is still negative.

## 7. The timelike photon in Feynman gauge

The source of the negative sign can be isolated at $\xi=1$. Before the polarization sum is done, (6) and the cut give

$$
\not p\rho_1+\rho_2=\frac{\alpha}{4\pi}(1-r)\,P^{-1}
\left\langle\gamma^\mu(\not q+m)\gamma^\nu(-g_{\mu\nu})\right\rangle P^{-1}. \tag{26}
$$

The brackets average over directions in the rest frame of $p$, which leaves $\not q\to q_0\gamma^0$ with $q_0=(s+m^2)/(2W)$. The factor $-g_{\mu\nu}$ is $-1$ for the timelike polarization and $+1$ for each spatial one.

Take the eigenspace $\gamma^0=+1$, which gives $\rho_+$. There $P^{-1}=1/(W-m)$. The timelike term is $-\gamma^0(q_0\gamma^0+m)\gamma^0\to-(q_0+m)$. For each spatial index, $\gamma^i\gamma^0\gamma^i=\gamma^0$ and $(\gamma^i)^2=-1$, so the term is $q_0-m$. Since $q_0\pm m=(W\pm m)^2/(2W)$,

$$
\rho_+=\frac{\alpha}{4\pi}\frac{1-r}{2W}
\left[3-\left(\frac{W+m}{W-m}\right)^2\right]. \tag{27}
$$

The 3 counts the spatial polarizations, and the subtracted square is the timelike one. Near threshold the square is large and the sum is negative. The two balance at $(u+1)/(u-1)=\sqrt3$, which is again $u=2+\sqrt3$.

In the eigenspace $\gamma^0=-1$, the left side of (26) is $-W\rho_1+\rho_2=-\rho_-$, and $P^{-1}=-1/(W+m)$. The timelike term is now $q_0-m$ and each spatial term is $-(q_0+m)$. Changing the overall sign to obtain $\rho_-$ gives the same prefactor as in (27), and the bracket becomes $3-[(W-m)/(W+m)]^2$, which is positive. The timelike photon still enters with a minus sign, but it is too weak to reverse $\rho_-$.

This division belongs to Feynman gauge and to the rest frame of $p$. The negative $\rho_+$ is not a negative probability for a measurable process. It describes a charged field correlator whose value changes with $\xi$.

## 8. An electron at twice its mass

Take the physical $\alpha$, for which $\alpha/(4\pi)=5.807\times10^{-4}$, and $W=2m$, so $s=4m^2$. In Feynman gauge (20) gives

$$
\rho_1=5.807\times10^{-4}\,\frac{17-24}{16\cdot3}\,m^{-2}
=-8.47\times10^{-5}\,m^{-2},
$$

$$
\rho_2=5.807\times10^{-4}\,\frac{(-2)\cdot5}{4\cdot3}\,m^{-1}
=-4.839\times10^{-4}\,m^{-1}.
$$

Then $\rho_+=2m\rho_1+\rho_2=-6.53\times10^{-4}\,m^{-1}$ and $\rho_-=2m\rho_1-\rho_2=+3.15\times10^{-4}\,m^{-1}$. By (27), the spatial photons contribute $+3.27\times10^{-4}\,m^{-1}$ to $\rho_+$ and the timelike photon $-9.80\times10^{-4}\,m^{-1}$. At $W=5m$ the corresponding numbers are $+1.67\times10^{-4}$ and $-1.25\times10^{-4}\,m^{-1}$, so the sum has become positive.

The gauge dependence at $W=2m$ is as follows.

| $\xi$ | $\rho_+$ ($10^{-4}m^{-1}$) | $\rho_-$ ($10^{-4}m^{-1}$) |
|---|---:|---:|
| 0 | −13.07 | 1.45 |
| 1 | −6.53 | 3.15 |
| 3 | 6.53 | 6.53 |
| 5 | 19.60 | 9.92 |

The opposite values of $\rho_+$ at $\xi=1$ and $\xi=3$ follow from (24). At $u=2$, $t=5/2$ and the bracket is $\tfrac32(\xi-2)$, which is odd about $\xi=2$. For $\xi=2$ the negative region therefore ends at $W=2m$. It ends at $3.732m$, or 1.907 MeV, for $\xi=1$, and at $6.854m$ for $\xi=0.5$. These boundaries were also found as sign changes of the explicit Dirac-matrix cut, without using (24). For $\xi=-0.5$, $\rho_-$ changes sign at $t=5$, or $W=4.791m$, and is negative above it.

## 9. Range of validity

Near threshold, (20) gives

$$
(s-m^2)\rho_1\to\frac{\alpha}{2\pi}(\xi-3). \tag{28}
$$

In Feynman gauge the limit is $-2.323\times10^{-3}$, and the explicit cut at $W=1.001m$ gives $-2.318\times10^{-3}$. Unless $\xi=3$, the integral of $\rho_1$ down to threshold diverges logarithmically. The one-particle weight and the continuum then need a common infrared regulator before they can be combined. A fixed-order density should be used only where $\alpha|\ln[(s-m^2)/m^2]|\ll1$, with $|\xi|$ not large. This condition is necessary but not sufficient. In Landau gauge, for example, (24) makes $\rho_+$ fall as $1/s$ at high energy, whereas for $\xi\ne0$ it falls as $1/\sqrt s$. Higher orders could therefore overtake the leading term there.

These restrictions do not remove the failure for $\xi<3$. The negative region contains energies at a finite distance from threshold. At any such energy the order-$\alpha$ term fixes the sign of the continuum density for sufficiently small $\alpha$.

For $\xi\ge3$ the conclusion is more limited. Higher orders could change the sign where the leading term is small, as it is near threshold at $\xi=3$. Moreover, (4) is a necessary condition for a positive metric and concerns one correlator, so satisfying it does not make the full covariant state space positive.

For the reconstruction, positivity should not be imposed when $\xi<3$. For $\xi\ge3$ it is consistent with the order-$\alpha$ continuum, within the range just stated.

## Computed values

```
alpha = 0.007297353 (dimensionless)
alpha/(4 pi) = 5.807049e-04 (dimensionless)
electron mass = 0.510999 MeV
Loop check: Sigma = pslash A + B, P = 0.7 m minus P = 2.0 m
 xi=0: A loop -2.085431e-12, dispersion -3.387303e-21 (no unit)
 xi=0: B loop 1.392285e-03, dispersion 1.392285e-03 m
 xi=1: A loop -5.691667e-04, dispersion -5.691667e-04 (no unit)
 xi=1: B loop 1.856380e-03, dispersion 1.856380e-03 m
 xi=3: A loop -1.707500e-03, dispersion -1.707500e-03 (no unit)
 xi=3: B loop 2.784570e-03, dispersion 2.784570e-03 m
Densities at W = sqrt(s) = 2 m
 xi=0: rho1 = -2.90352e-04 m^-2, rho2 = -7.25881e-04 m^-1
   from cut: rho_plus = -1.30659e-03, rho_minus = 1.45176e-04 m^-1
 xi=1: rho1 = -8.46861e-05 m^-2, rho2 = -4.83921e-04 m^-1
   from cut: rho_plus = -6.53293e-04, rho_minus = 3.14548e-04 m^-1
 xi=3: rho1 = 3.26646e-04 m^-2, rho2 = 0.00000e+00 m^-1
   from cut: rho_plus = 6.53293e-04, rho_minus = 6.53293e-04 m^-1
 xi=5: rho1 = 7.37979e-04 m^-2, rho2 = 4.83921e-04 m^-1
   from cut: rho_plus = 1.95988e-03, rho_minus = 9.92037e-04 m^-1
Feynman gauge rho_plus by photon polarization, in m^-1
 W=1.1 m: spatial 1.37432e-04, timelike -2.02025e-02, sum -2.00651e-02
 W=2.0 m: spatial 3.26646e-04, timelike -9.79939e-04, sum -6.53293e-04
 W=5.0 m: spatial 1.67243e-04, timelike -1.25432e-04, sum 4.18108e-05
rho_plus < 0 from threshold up to W:
 xi=0.5: W = 6.85410 m
 xi=1.0: W = 3.73205 m
 xi=2.0: W = 2.00000 m
Feynman-gauge boundary = 1.9071 MeV
Feynman-gauge zero of rho1: W = 2.41421 m
xi=-0.5: rho_minus < 0 above W = 4.79129 m
Feynman (s-m^2) rho1 at W=1.001 m: -2.31818e-03 (no unit)
Feynman (s-m^2) rho1, threshold limit: -2.32282e-03 (no unit)
```
